# The p² configuration between LS and jj coupling, carbon to lead: test program

```python
"""Intermediate coupling of p^2: Coulomb repulsion plus zeta * sum(l.s).

Result under test, with F2 = F^2/25 (F^2: Slater integral), chi = zeta/F2,
energies in units of F2 measured from the F0 level:
  J=0: (5-chi)/2 +- R0,    R0^2 = ((15+chi)/2)^2 + 2 chi^2
  J=1: -5 - chi/2
  J=2: -2+chi/4 +- R2,     R2^2 = (3-chi/4)^2 + chi^2/2
The lower state is equally close to its LS and jj limits at chi=5 (J=0)
and chi=4 (J=2). F2 and zeta of C, Si, Ge, Sn, Pb come from spherical
Dirac-Kohn-Sham atoms (exchange-only LDA, point nucleus, atomic units).
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, dft

HARTREE_TO_CM = constants.value("hartree-inverse meter relationship") / 100
LIGHT_SPEED = 1 / constants.fine_structure

# ---------- closed formulas ----------


def formula(chi, J):
    """Two energies, triplet weight and jj weight of the lower state."""
    if J == 0:
        mean = (5 - chi) / 2
        root = np.sqrt(((15 + chi) / 2) ** 2 + 2 * chi**2)
        cos_ls, cos_jj = (15 + chi) / 2 / root, (5 + 3 * chi) / 2 / root
    else:
        mean = -2 + chi / 4
        root = np.sqrt((3 - chi / 4) ** 2 + chi**2 / 2)
        cos_ls, cos_jj = (3 - chi / 4) / root, (0.75 * chi - 1) / root
    return np.array([mean - root, mean + root,
                     (1 + cos_ls) / 2, (1 + cos_jj) / 2])


# ---------- explicit space of 15 antisymmetric two-electron states ----------
cos_t, weight_t = np.polynomial.legendre.leggauss(8)
phi_angle = 2 * np.pi * np.arange(16) / 16
sin_t = np.sqrt(1 - cos_t**2)
direction = np.array([np.outer(sin_t, np.cos(phi_angle)).ravel(),
                      np.outer(sin_t, np.sin(phi_angle)).ravel(),
                      np.outer(cos_t, np.ones(16)).ravel()])
solid_weight = np.outer(weight_t, np.full(16, 2 * np.pi / 16)).ravel()
moments = 3 / (4 * np.pi) * np.einsum(
    "g,ig,jg,ag,bg->abij", solid_weight, direction, direction,
    direction, direction)

antisym = np.zeros((36, 15))
pairs = [(i, j) for i in range(6) for j in range(i + 1, 6)]
for column, (i, j) in enumerate(pairs):
    antisym[6 * i + j, column] = 1 / np.sqrt(2)
    antisym[6 * j + i, column] = -1 / np.sqrt(2)


def project(operator):
    return antisym.T @ operator @ antisym


def one_body(operator):
    return project(np.kron(operator, np.eye(6)) + np.kron(np.eye(6), operator))


coulomb = np.zeros((15, 15))
for a in range(3):
    for b in range(3):
        tensor = moments[a, b] - (a == b) * np.eye(3) / 3
        tensor = np.kron(tensor, np.eye(2))
        # P2(cos w) = 3/2 sum_ab T_ab(1) T_ab(2), and F^2 = 25 F2
        coulomb += 25 * 1.5 * project(np.kron(tensor, tensor))

levi = np.zeros((3, 3, 3))
for a, b, d in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, d], levi[a, d, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
orbital_l = [np.kron(-1j * levi[k], np.eye(2)) for k in range(3)]
spin_s = [np.kron(np.eye(3), pauli[k] / 2) for k in range(3)]
sum_ls = one_body(sum(orbital_l[k] @ spin_s[k] for k in range(3)))
total_s = [one_body(s) for s in spin_s]
total_j = [one_body(orbital_l[k] + spin_s[k]) for k in range(3)]
spin_squared = sum(s @ s for s in total_s)
j_squared = sum(j @ j for j in total_j)
label_values, label_vectors = np.linalg.eigh(j_squared + 0.1 * total_j[2])


def subspace(J):
    """States of given J with M = J."""
    target = J * (J + 1) + 0.1 * J
    return label_vectors[:, np.abs(label_values - target) < 1e-8]


def explicit(chi, J):
    """Same four numbers as formula(), from the explicit space."""
    basis = subspace(J)
    assert basis.shape[1] == 2
    energy, vector = np.linalg.eigh(
        basis.conj().T @ (coulomb + chi * sum_ls) @ basis)
    lower = basis @ vector[:, 0]
    triplet = np.vdot(lower, spin_squared @ lower).real / 2
    mean_ls = np.vdot(lower, sum_ls @ lower).real
    lower_jj = -2.0 if J == 0 else -0.5
    return np.array([*energy, triplet, (1 - mean_ls) / (1 - lower_jj)])


term_values = np.linalg.eigvalsh(coulomb)
assert np.allclose(term_values, [-5] * 9 + [1] * 5 + [10], atol=1e-10)
largest_error = 0.0
for chi in [0.01, 0.3, 1, 4, 5, 8, 12, 40, 300]:
    for J in (0, 2):
        error = np.max(np.abs(explicit(chi, J) - formula(chi, J)))
        largest_error = max(largest_error, error / (1 + chi))
    state = subspace(1)
    assert state.shape[1] == 1
    energy_1 = np.vdot(state, (coulomb + chi * sum_ls) @ state).real
    assert abs(energy_1 - (-5 - chi / 2)) < 1e-9 * (1 + chi)
assert largest_error < 1e-9


def purity_gap(chi, J):
    data = explicit(chi, J)
    return data[2] - data[3]


boundary = {J: brentq(purity_gap, 0.1, 50, args=(J,)) for J in (0, 2)}
equal_mix = brentq(lambda chi: explicit(chi, 2)[2] - 0.5, 1, 50)
assert abs(boundary[0] - 5) < 1e-8 and abs(boundary[2] - 4) < 1e-8
assert abs(equal_mix - 12) < 1e-8
far_weights = [explicit(1e5, J)[2] for J in (0, 2)]
assert np.allclose(far_weights, [2 / 3, 1 / 3], atol=1e-3)


def interval_ratio(chi):
    e0, e1, e2 = formula(chi, 0)[0], -5 - chi / 2, formula(chi, 2)[0]
    return (e2 - e1) / (e1 - e0)


assert abs(interval_ratio(1e-4) - 2) < 1e-3
assert abs(interval_ratio(1e5)) < 1e-3

# ---------- radial Dirac-Kohn-Sham atom in a Gaussian basis ----------
log_r = np.linspace(np.log(1e-7), np.log(60), 1000)
radius = np.exp(log_r)
measure = radius * (log_r[1] - log_r[0])
exponents = 0.02 * 2.2 ** np.arange(32)
number_basis = len(exponents)
channel_cache = {}


def channel(kappa):
    """Large and kinetically balanced small radial functions."""
    if kappa not in channel_cache:
        l = kappa if kappa > 0 else -kappa - 1
        a = exponents[:, None]
        large = radius ** (l + 1) * np.exp(-a * radius**2)
        large /= np.sqrt(large**2 @ measure)[:, None]
        derived = ((l + 1 + kappa) / radius - 2 * a * radius) * large
        small = derived / np.sqrt(derived**2 @ measure)[:, None]
        overlap = np.zeros((2 * number_basis, 2 * number_basis))
        overlap[:number_basis, :number_basis] = (large * measure) @ large.T
        overlap[number_basis:, number_basis:] = (small * measure) @ small.T
        coupling = (small * measure) @ derived.T
        channel_cache[kappa] = large, small, overlap, coupling
    return channel_cache[kappa]


def dirac_states(kappa, potential, c, count):
    large, small, overlap, coupling = channel(kappa)
    n = number_basis
    matrix = np.zeros((2 * n, 2 * n))
    matrix[:n, :n] = (large * (measure * potential)) @ large.T
    matrix[n:, :n] = c * coupling
    matrix[:n, n:] = c * coupling.T
    matrix[n:, n:] = (small * (measure * (potential - 2 * c**2))) @ small.T
    energy, vector = eigh(matrix, overlap, subset_by_index=[n, n + count - 1])
    return energy, vector[:n].T @ large, vector[n:].T @ small


def multipole_potential(density, k):
    inner = CubicSpline(log_r, density * radius ** (k + 1)).antiderivative()
    outer = CubicSpline(log_r, density * radius ** (-k)).antiderivative()
    outside = outer(log_r[-1]) - outer(log_r)
    return inner(log_r) / radius ** (k + 1) + outside * radius**k


def solve_atom(Z, closed, open_p, c):
    """closed: filled shells for l=0,1,2,3; open_p: electrons in open p."""
    screening = (1 + 0.606 * Z ** (1 / 3) * radius) ** -2
    potential = -(1 + (Z - 1) * screening) / radius
    for _ in range(300):
        density = np.zeros_like(radius)
        valence = {}
        for l, filled in enumerate(closed):
            count = filled + (1 if l == 1 and open_p else 0)
            if count == 0:
                continue
            for kappa in ([-1] if l == 0 else [l, -l - 1]):
                energy, P, Q = dirac_states(kappa, potential, c, count)
                occupation = np.full(count, 2.0 * abs(kappa))
                if l == 1 and open_p:
                    occupation[-1] *= open_p / 6
                density += occupation @ (P**2 + Q**2)
                if l == 1:
                    valence[kappa] = energy[-1], P[-1], Q[-1]
        exchange = -np.cbrt(3 * density / (4 * np.pi**2 * radius**2))
        updated = -Z / radius + multipole_potential(density, 0) + exchange
        if np.max(np.abs(radius * (updated - potential))) < 1e-5:
            return valence, potential
        potential = potential + 0.3 * (updated - potential)
    raise RuntimeError("atomic self-consistency not reached")


# Sommerfeld splitting of 2p at Z=82. Tolerance: Gaussians only approximate
# the noninteger power of r at a point nucleus.
def sommerfeld(Z, n, kappa):
    gamma = np.sqrt(kappa**2 - (Z / LIGHT_SPEED) ** 2)
    ratio = Z / LIGHT_SPEED / (n - abs(kappa) + gamma)
    return LIGHT_SPEED**2 * (1 / np.sqrt(1 + ratio**2) - 1)


hydrogenic = {k: dirac_states(k, -82 / radius, LIGHT_SPEED, 1)[0][0]
              for k in (1, -2)}
split_basis = hydrogenic[-2] - hydrogenic[1]
split_exact = sommerfeld(82, 2, -2) - sommerfeld(82, 2, 1)
split_error = abs(split_basis / split_exact - 1)
assert split_error < 5e-3

# Nonrelativistic limit of neon against a three-dimensional calculation.
neon_valence, _ = solve_atom(10, (2, 1, 0, 0), 0, 50 * LIGHT_SPEED)
neon_basis = gto.expand_etbs([(0, 16, 0.08, 2.5), (1, 11, 0.08, 2.5)])
neon = gto.M(atom="Ne 0 0 0", basis={"Ne": neon_basis}, verbose=0)
neon_field = dft.RKS(neon)
neon_field.xc = "lda,"
neon_field.grids.level = 4
neon_field.kernel()
assert neon_field.converged
neon_error = abs(neon_valence[-2][0] - neon_field.mo_energy[4])
assert neon_error < 5e-4

# ---------- the five atoms ----------


def slater_f2(density):
    """F2 = F^2/25 in cm^-1 for a normalized radial density."""
    integral = (density * multipole_potential(density, 2)) @ measure
    return integral / 25 * HARTREE_TO_CM


atoms = {"C": (6, (2, 0, 0, 0)), "Si": (14, (3, 1, 0, 0)),
         "Ge": (32, (4, 2, 1, 0)), "Sn": (50, (5, 3, 2, 0)),
         "Pb": (82, (6, 4, 3, 1))}
results = {}
for name, (Z, closed) in atoms.items():
    valence, potential = solve_atom(Z, closed, 2, LIGHT_SPEED)
    zeta = 2 / 3 * (valence[-2][0] - valence[1][0]) * HARTREE_TO_CM
    dens_half = valence[1][1] ** 2 + valence[1][2] ** 2
    dens_three = valence[-2][1] ** 2 + valence[-2][2] ** 2
    F2 = slater_f2(dens_half / 3 + 2 * dens_three / 3)
    results[name] = dict(F2=F2, zeta=zeta, chi=zeta / F2,
                         F2_half=slater_f2(dens_half),
                         F2_three=slater_f2(dens_three))
    if name == "C":
        slope = CubicSpline(log_r, potential)(log_r, 1)  # r dV/dr
        zeta_gradient = HARTREE_TO_CM / (2 * LIGHT_SPEED**2) * (
            (valence[-2][1] ** 2 * slope / radius**2) @ measure)
        assert abs(zeta_gradient / zeta - 1) < 0.01
chis = [results[name]["chi"] for name in atoms]
assert chis[0] > 0 and np.all(np.diff(chis) > 0)

# ---------- output ----------
print("Coulomb terms 3P, 1D, 1S (units of F2): "
      f"{term_values[0]:.3f} {term_values[9]:.3f} {term_values[14]:.3f}")
print(f"largest scaled formula error (dimensionless): {largest_error:.1e}")
print(f"LS-jj boundary chi: J=0 {boundary[0]:.4f}, J=2 {boundary[2]:.4f}")
print("purity at boundary: "
      f"J=0 {formula(boundary[0], 0)[2]:.4f}, "
      f"J=2 {formula(boundary[2], 2)[2]:.4f}")
print(f"J=2 equal triplet-singlet mixture at chi = {equal_mix:.4f}")
print("triplet weight of lower state at chi=1e5: "
      f"J=0 {far_weights[0]:.4f}, J=2 {far_weights[1]:.4f}")
print("Energies in units of F2: chi, J=0 low, high, J=1, J=2 low, high")
for chi in (0, 1, 4, 5, 12, 40):
    f0, f2 = formula(chi, 0), formula(chi, 2)
    print(f" {chi:3d} {f0[0]:9.3f} {f0[1]:8.3f} {-5 - chi / 2:8.3f}"
          f" {f2[0]:8.3f} {f2[1]:8.3f}")
print(f"Z=82 2p splitting, relative solver error: {split_error:.1e}")
print(f"Ne 2p energy, solver difference: {neon_error:.1e} hartree")
print(f"C zeta from potential gradient: {zeta_gradient:.2f} cm^-1")
print("Atom, F2 (cm^-1), zeta (cm^-1), chi, chi with F2 cut 30%")
for name, d in results.items():
    print(f" {name:2s} {d['F2']:8.1f} {d['zeta']:8.2f} {d['chi']:8.4f}"
          f" {d['chi'] / 0.7:8.4f}")
print("Lower-state weights: J=0 LS, jj, side; J=2 LS, jj, side")
for name, d in results.items():
    parts = []
    for J in (0, 2):
        w = formula(d["chi"], J)
        side = "LS" if w[2] > w[3] else "jj"
        parts.append(f"{w[2]:.4f} {w[3]:.4f} {side}")
    print(f" {name:2s} " + "; ".join(parts))
print("Levels above lowest J=0 (cm^-1): J=1, J=2, J=2, J=0; ratio")
for name, d in results.items():
    f0, f2 = formula(d["chi"], 0), formula(d["chi"], 2)
    levels = np.array([-5 - d["chi"] / 2, f2[0], f2[1], f0[1]]) - f0[0]
    print(f" {name:2s} " + " ".join(f"{x:9.1f}" for x in levels * d["F2"])
          + f" {interval_ratio(d['chi']):7.3f}")
lead = results["Pb"]
F2, zeta = lead["F2"], lead["zeta"]
print(f"Pb F2 from p1/2, p3/2 alone: {lead['F2_half']:.1f}, "
      f"{lead['F2_three']:.1f} cm^-1")
print(f"Pb J=0 matrix: {-5 * F2 - zeta:.1f}, {10 * F2:.1f}, "
      f"off {np.sqrt(2) * zeta:.1f} cm^-1")
print(f"Pb J=2 matrix: {-5 * F2 + zeta / 2:.1f}, {F2:.1f}, "
      f"off {zeta / np.sqrt(2):.1f} cm^-1")
print(f"Pb J=1 energy: {-5 * F2 - zeta / 2:.1f} cm^-1")
for J in (0, 2):
    low, high = formula(lead["chi"], J)[:2] * F2
    print(f"Pb J={J} eigenvalues: {low:.1f}, {high:.1f} cm^-1")
print("tests ok")
```

Running it gives:

```
Coulomb terms 3P, 1D, 1S (units of F2): -5.000 1.000 10.000
largest scaled formula error (dimensionless): 1.1e-14
LS-jj boundary chi: J=0 5.0000, J=2 4.0000
purity at boundary: J=0 0.9082, J=2 0.7887
J=2 equal triplet-singlet mixture at chi = 12.0000
triplet weight of lower state at chi=1e5: J=0 0.6667, J=2 0.3334
Energies in units of F2: chi, J=0 low, high, J=1, J=2 low, high
   0    -5.000   10.000   -5.000   -5.000    1.000
   1    -6.124   10.124   -5.500   -4.589    1.089
   4   -10.557   11.557   -7.000   -4.464    2.464
   5   -12.247   12.247   -7.500   -4.695    3.195
  12   -25.185   18.185  -11.000   -7.485    9.485
  40   -80.399   45.399  -25.000  -21.138   37.138
Z=82 2p splitting, relative solver error: 4.2e-07
Ne 2p energy, solver difference: 4.4e-06 hartree
C zeta from potential gradient: 46.23 cm^-1
Atom, F2 (cm^-1), zeta (cm^-1), chi, chi with F2 cut 30%
 C    1960.1    46.27   0.0236   0.0337
 Si   1357.7   167.83   0.1236   0.1766
 Ge   1343.5   992.07   0.7384   1.0549
 Sn   1232.0  2360.47   1.9159   2.7371
 Pb   1189.1  7640.67   6.4255   9.1792
Lower-state weights: J=0 LS, jj, side; J=2 LS, jj, side
 C  1.0000 0.6688 LS; 1.0000 0.3360 LS
 Si 0.9999 0.6775 LS; 0.9998 0.3473 LS
 Ge 0.9957 0.7272 LS; 0.9916 0.4221 LS
 Sn 0.9762 0.8025 LS; 0.9404 0.5763 LS
 Pb 0.8813 0.9320 jj; 0.6466 0.9018 jj
Levels above lowest J=0 (cm^-1): J=1, J=2, J=2, J=0; ratio
 C       23.3      69.5   11807.0   29447.8   1.984
 Si      86.7     252.7    8318.6   20539.1   1.917
 Ge     588.7    1516.3    9210.4   21330.2   1.576
 Sn    1701.9    3642.3   10694.3   21883.9   1.140
 Pb    7785.9   11432.6   22735.0   33408.8   0.468
Pb F2 from p1/2, p3/2 alone: 1353.7, 1131.6 cm^-1
Pb J=0 matrix: -13586.3, 11891.3, off 10805.5 cm^-1
Pb J=2 matrix: -2125.3, 1189.1, off 5402.8 cm^-1
Pb J=1 energy: -9766.0 cm^-1
Pb J=0 eigenvalues: -17551.9, 15856.9 cm^-1
Pb J=2 eigenvalues: -6119.3, 5183.1 cm^-1
tests ok
```
